# Low-frequency capacitance of a trap-free space-charge-limited diode, part 2

The thickness or dielectric constant of an insulating layer is to be found from its capacitance while a space-charge-limited current flows. The opening decision is which capacitance $C$ stands in parallel with the differential conductance $G$, where $Y=1/Z=G+i\omega C$.

Gaussian units are used. The layer $0<x<L$ has area $A$, dielectric constant $\varepsilon$ and constant mobility $\mu$, without traps or diffusion. Positive carriers of charge density $\rho$ enter at $x=0$, where the field $E$ vanishes, and leave at $x=L$. The voltage is $V=\int_0^L E\,dx$, and $C_g=\varepsilon A/(4\pi L)$ is the geometrical capacitance. The total current density $J(t)$, including displacement current, is uniform in $x$, and $I=AJ$:

$$J(t)=\frac{\varepsilon}{4\pi}\left[\frac{\partial E}{\partial t}+\mu E\frac{\partial E}{\partial x}\right]. \tag{1}$$

$$I=C_g\frac{dV}{dt}+\frac{\varepsilon\mu A}{8\pi L}E(L,t)^2, \tag{9}$$

The steady current $I_s$ and transit time $T$ satisfy

$$I_s(V)=\frac{9\varepsilon\mu AV^2}{32\pi L^3},\qquad
T=\frac{4L^2}{3\mu V},\qquad
\frac{I_sT}{V}=\frac32C_g. \tag{10}$$

The steady field is $E_0(x)=\frac{3V}{2L}\left(\frac{x}{L}\right)^{1/2}$, and the steady current density is $J_0$.

The first derivation added a small harmonic voltage of angular frequency $\omega$, with amplitudes $V_1$, $E_1$ and $j_1$ of voltage, field and current density. With $q=i\omega T$ and $\theta=\omega T$, it gave

$$Z=\frac{T}{C_g}\left[\frac1q-\frac2{q^2}+\frac{2(1-e^{-q})}{q^3}\right]. \tag{7}$$

Hence $C=3C_g/4$ and $G=3C_g/T$ for $\theta\ll1$, while $C$ tends to $C_g$ at high frequency.

The second derivation, now under way, lets the voltage change slowly and follows the carriers. While $J>0$ they do not overtake one another. A carrier that entered a time $a$ ago (its age) feels

$$E(a,t)=\frac{4\pi}{\varepsilon}\int_{t-a}^{t}J(t')\,dt'. \tag{11}$$

The diode with round parameters has $\varepsilon=3$, $L=10^{-4}$ cm, $A=0.1$ cm$^2$, $\mu=0.03$ cm$^2$/(statV s) and $V=0.03$ statV, so that $T=1.48\times10^{-5}$ s and $C_g=238.7$ cm.

### Slow change of the current

Let $J$ and $\dot J$ denote the current density and its time derivative at the present time $t$. During the preceding transit time, use

$$J(t+s)=J+s\dot J,\qquad -a\le s\le0,$$

and keep terms of first order in $\dot J$. The neglected terms contain $\ddot J$ or the square of $\dot J$. Let $k=4\pi/\varepsilon$. Equation (11) gives the present field at the carrier of age $a$:

$$E(a)=k\int_{-a}^{0}(J+s\dot J)\,ds
=k\left(Ja-\frac{\dot Ja^2}{2}\right). \tag{12}$$

Its position depends on the fields it felt earlier. When the same carrier had age $b$, where $0<b<a$, the time was $t-a+b$. The field at it was then

$$k\int_{-a}^{-a+b}(J+s\dot J)\,ds
=k\left[Jb+\dot J\,\frac{(b-a)^2-a^2}{2}\right]
=k\left[Jb+\dot J\left(\frac{b^2}{2}-ab\right)\right].$$

Multiplying by $\mu$ and integrating over $b$ from zero to $a$ gives the present position,

$$x(a)=\mu k\left[\frac{Ja^2}{2}+\dot J\left(\frac{a^3}{6}-\frac{a^3}{2}\right)\right]
=\mu k\left(\frac{Ja^2}{2}-\frac{\dot Ja^3}{3}\right). \tag{13}$$

At fixed time, carriers of neighbouring ages are separated according to

$$\frac{\partial x}{\partial a}=\mu k(Ja-\dot Ja^2).$$

This derivative is not the velocity of one carrier, since it compares two different carriers at the same time. In the steady state the two quantities coincide, but here they differ at first order in $\dot J$.

### The voltage for a given current

Let $a_L$ be the age of the carriers now reaching the collector. The voltage is the integral of the present field over the present positions:

$$V=\int_0^{a_L}E(a)\frac{\partial x}{\partial a}\,da
=\mu k^2\int_0^{a_L}
\left(Ja-\frac{\dot Ja^2}{2}\right)(Ja-\dot Ja^2)\,da.$$

The product has first-order terms $-J\dot Ja^3$ and $-J\dot Ja^3/2$, whose sum is $-3J\dot Ja^3/2$. Integration gives

$$V=\mu k^2\left(\frac{J^2a_L^3}{3}-\frac{3J\dot Ja_L^4}{8}\right). \tag{14}$$

Now find $a_L$. Let $T_J$ be the transit time that would belong to a steady current density equal to the present $J$; it satisfies $\mu kJT_J^2/2=L$. Write $a_L=T_J(1+\delta)$, where $\delta$ is of first order. Setting $x(a_L)=L$ in equation (13) gives

$$\frac{JT_J^2}{2}(1+2\delta)-\frac{\dot JT_J^3}{3}=\frac{JT_J^2}{2},
\qquad
\delta=\frac{T_J\dot J}{3J}.$$

When the current is rising, carriers now leaving have taken longer than $T_J$, because they crossed the layer while the fields were weaker.

In the first term of equation (14), $a_L^3=T_J^3(1+3\delta)$. In the second, $a_L$ may be replaced by $T_J$, since that term is already of first order. Thus

$$V=\frac{\mu k^2J^2T_J^3}{3}
\left[1+\frac{T_J\dot J}{J}-\frac98\frac{T_J\dot J}{J}\right]
=V_s(J)\left[1-\frac{T_J\dot J}{8J}\right]. \tag{15}$$

Here $V_s(J)=\mu k^2J^2T_J^3/3$ is the steady voltage for the current density $J$. Indeed, inserting $T_J^2=2L/(\mu kJ)$ and squaring gives

$$V_s^2=\frac{8kL^3J}{9\mu}=\frac{32\pi L^3J}{9\varepsilon\mu},$$

which is the steady law in equation (10).

### The terminal capacitance

Square equation (15), keep first-order terms and use $V_s^2\propto J$. The factor $1-T_J\dot J/(8J)$ becomes $1-T_J\dot J/(4J)$, and therefore

$$V^2=\frac{32\pi L^3}{9\varepsilon\mu}
\left(J-\frac{T_J\dot J}{4}\right).$$

Solving for $J$ and multiplying by $A$,

$$I=I_s(V)+\frac{T}{4}\frac{dI}{dt}. \tag{16}$$

In the last term $T_J$ has been replaced by the steady transit time $T$ at the present voltage, since their difference is of first order and would enter at second order. For the same reason, $dI/dt$ may be calculated there from the steady law:

$$\frac{dI}{dt}=\frac{dI_s}{dV}\frac{dV}{dt}=\frac{2I_s}{V}\frac{dV}{dt}.$$

With $I_sT/V=3C_g/2$ from equation (10), the result is

$$\boxed{I=I_s(V)+\frac34C_g\frac{dV}{dt}}. \tag{17}$$

The coefficient does not depend on voltage. The charge response involves the product of a conductance proportional to $V$ and a transit time proportional to $1/V$, and the two dependences cancel.

Equation (17) can be used for a large change of voltage if the change is slow at every stage. The ratio of its second term to the first is

$$\frac{3C_g}{4I_s}\frac{dV}{dt}=\frac{T}{2V}\frac{dV}{dt}.$$

Thus $T|dV/dt|/V$ must be small, and $T^2|d^2V/dt^2|/V$ must be small as well. The expansion fails for a sweep through zero voltage, because $T$ becomes infinite there. For a small harmonic voltage at constant bias, equation (17) gives $Y=(3C_g/T)(1+i\omega T/4)$, in agreement with the first derivation through first order in frequency.

### Why the charge derivative is twice as large

Gauss's law and the condition $E(0,t)=0$ give the stored carrier charge,

$$Q=\frac{\varepsilon A}{4\pi}E(L,t).$$

In the steady state $E(L)=3V/(2L)$, so $Q=3C_gV/2$ and $dQ/dV=3C_g/2$. This is twice the capacitance in equation (17). There is no conflict, because charge can be added to the layer in two ways: more carriers can enter, or fewer can leave.

At the injecting contact the carrier current equals the terminal current,

$$I_{\text{in}}=I_s(V)+\frac34C_g\frac{dV}{dt}.$$

Charge conservation requires $I_{\text{out}}=I_{\text{in}}-dQ/dt$. To first order in the rate of change, $dQ/dt=(3C_g/2)\,dV/dt$, and

$$I_{\text{out}}=I_s(V)-\frac34C_g\frac{dV}{dt}.$$

Half of the added charge is supplied by extra inflow and half by reduced outflow. An ordinary capacitor has no carrier outflow through its dielectric, so for it the charge derivative and the terminal capacitance are equal. In the present diode carriers pass through, and the equality does not hold. At the collector the displacement current makes up the difference between $I_{\text{out}}$ and the terminal current.

For the diode with round parameters, the steady current is $7.25\times10^5$ statA, or 0.242 mA. The stored charge is

$$Q=\frac32(238.7\ \text{cm})(0.03\ \text{statV})=10.74\ \text{statC}.$$

It also equals the current multiplied by the transit time, $(7.25\times10^5)(1.48\times10^{-5})$ statC, within the rounding. The derivative $dQ/dV$ is $1.5\times238.7=358.1$ cm. Half of this is 179.0 cm, the low-frequency terminal capacitance.

### Why the capacitance lies below $C_g$

The collector field gives a second view of the same number. Put $a_L=T_J(1+\delta)$ into equation (12):

$$E(L,t)=kJT_J\left[1+\frac{T_J\dot J}{3J}-\frac{T_J\dot J}{2J}\right]
=kJT_J\left[1-\frac{T_J\dot J}{6J}\right].$$

From $\mu kJT_J^2=2L$ it follows that $V_s(J)=2LkJT_J/3$. Equation (15) then gives

$$kJT_J=\frac{3V_s(J)}{2L}=\frac{3V}{2L}\left[1+\frac{T_J\dot J}{8J}\right].$$

Since $1/8-1/6=-1/24$ and, to leading order, $\dot J/J=2\dot V/V$ with $\dot V=dV/dt$,

$$E(L,t)=\frac{3V}{2L}\left[1-\frac{T\dot V}{12V}\right].$$

While the voltage rises, the collector field lags slightly behind its steady value for the present voltage. The carrier term in equation (9) contains the square of this field. It is therefore

$$I_s(V)\left[1-\frac{T\dot V}{6V}\right]=I_s(V)-\frac14C_g\dot V,$$

where $I_sT/V=3C_g/2$ has been used. Adding the displacement term $C_g\dot V$ gives $3C_g\dot V/4$ again. The reduction by one quarter is the delayed response of the carrier current, averaged over the layer.

### Numerical tests

The field equation was integrated on two grids from a uniform initial field, without use of the steady profile derived above, and the results were combined to remove the leading grid error. In units where $L=\mu=V=C_g=1$, and for area $A=1$, the steady current density was $1.1249$, compared with $9/8$ from the steady law.

A small sine voltage with $\theta=0.2$ then gave $C/C_g=0.7502$. The part of the collector's carrier current in phase with $dV/dt$ corresponded to $-0.7490C_g$, and the charge derivative was $1.4992C_g$. The leading low-frequency values are $3/4$, $-3/4$ and $3/2$. The small differences include both finite-frequency corrections and the remaining grid error. These tests check the charge division as well as the terminal capacitance. The full figures are in the numerical output.

### What each derivation assumes

Both derivations assume planar geometry, one mobile carrier species, constant $\varepsilon$ and $\mu$, no traps, no diffusion and zero field at the injecting contact. Their agreement therefore checks the algebra and the treatment of time, but not these physical assumptions.

They differ in what is taken to be small. The harmonic derivation assumes a small change about a steady state. Near the contact $E_1/E_0$ tends to $j_1/2J_0$, so the current amplitude must be small compared with $J_0$; at high frequency this requires $|V_1|/V\ll3/(2\theta)$, not merely $|V_1|\ll V$. Within that limit it covers all frequencies and connects the low-frequency value $3C_g/4$ with the high-frequency limit $C_g$, which is approached with small oscillations. It does not describe a large voltage sweep. The carrier derivation permits a large total change of voltage, but only a small relative change during one transit. It gives the first term in an expansion in slowness and cannot reach the high-frequency limit. The two regimes overlap for a small, slow signal, and there the results agree.

If a common assumption fails, the place where the derivation breaks can be identified. With traps, the charge density in Gauss's law includes immobile charge, whereas the drift current contains mobile charge alone; equation (1) no longer follows in general. One case is an exception. If shallow traps, far from filled, exchange carriers with the mobile states in a time much shorter than the transit time, the mobile fraction of the charge is a constant. Equation (1) then holds with $\mu$ multiplied by that fraction, and the factor $3/4$ survives. Slower traps raise the low-frequency capacitance, and it can exceed $C_g$ when the release time is comparable with the transit time. If the mobility depends on field, the carrier term is no longer the derivative of $\mu E^2/2$. If the contact cannot supply the required current, $E(0,t)$ need not vanish, and a carrier no longer starts with zero field. Apart from the case of fast shallow traps, the factor $3/4$ cannot be carried over to such cases without a new calculation.

Diffusion adds $-D\,\partial\rho/\partial x$ to the carrier current, where $D$ is the diffusion coefficient. In the steady drift solution $\rho\propto x^{-1/2}$, so the ratio of this term to the drift current is

$$\frac{D}{2\mu xE_0(x)}
=\frac{D}{3\mu V}\left(\frac Lx\right)^{3/2}.$$

However large the voltage, the ratio becomes large sufficiently near the contact. The region where it exceeds one has a width of order $L(D/3\mu V)^{2/3}$. A necessary condition for the drift-only model is therefore $D/\mu\ll V$, so that this region is a small part of the layer. For nondegenerate carriers in thermal equilibrium with the lattice, the Einstein relation makes $D/\mu$ the thermal energy divided by the carrier charge. This estimate shows where diffusion matters, but it does not give the resulting correction to the capacitance. In particular, a region that occupies a small fraction of the layer does not guarantee a correction as small as that fraction. For the diode with round parameters at 300 K, $D/\mu V\approx0.003$ and the region is about 1% of $L$, yet with diffusion included and an ohmic injecting contact the low-frequency capacitance is about $0.79C_g$, some 5% above $3C_g/4$, and the current is about 20% above the Mott–Gurney value.

For the opening decision, the value $3C_g/4$ should be used when these assumptions hold and the parallel capacitance is measured at $\omega T\ll1$. When the frequency is not low on this scale, equation (7) supplies the capacitance. If the transit time is unknown, the capacitance at one frequency does not by itself show which regime applies. The differential conductance measured at the same frequency supplies the missing information: in this model $\omega C/G$ is close to $\omega T/4$ at low frequency and approaches $\omega T/2$ at high frequency, so a ratio far below one indicates the low-frequency regime. This test presumes the model. In a real device a parallel leakage conductance lowers the ratio at any frequency, and a small ratio does not show that slow traps, diffusion or a field-dependent mobility have left the factor $3/4$ unchanged.

## Values computed for the example and the checks

```
SIMULATION (L = mu = V = C_g = 1, dimensionless)
steady current density: 1.1249
low theta = omega T: 0.2
  conductance G: 2.2487
  capacitance C/C_g: 0.7502
  collector carrier-current C-part/C_g: -0.7490
  stored-charge derivative (dQ/dV)/C_g: 1.4992
high theta = omega T: 4.0
  G simulated: 1.8148
  G from formula: 1.8149
  C/C_g simulated: 0.8072
  C/C_g from formula: 0.8071
SERIES of Y T/C_g in q = i theta (dimensionless)
coefficients q^0..q^3: 3, 3/4, 3/80, -1/320
FORMULA TABLE (dimensionless): theta, C/C_g, G/G(0)
     0.2  0.75013  0.99950
     1.0  0.75315  0.98751
     2.0  0.76295  0.95018
     4.0  0.80712  0.80662
    10.0  0.99070  0.72299
   200.0  0.99992  0.66954
WORKED EXAMPLE
dielectric constant: 3.0
thickness L: 1.0e-04 cm
area A: 0.1 cm^2
mobility mu: 0.03 cm^2/(statV s)
voltage V: 0.03 statV = 8.994 V
steady current density J: 7.2515e+06 statA/cm^2
steady current I: 7.2515e+05 statA
  the same current: 0.2419 mA
transit time T: 1.4815e-05 s
field at collector: 450.00 statV/cm
stored carrier charge: 10.7430 statC
geometrical C_g: 238.732 cm = 265.63 pF
low-frequency C: 179.049 cm = 199.22 pF
low-frequency G: 4.8343e+07 cm/s
frequency: 1000 Hz
theta at this frequency: 0.09308
C at this frequency: 179.056 cm
G at this frequency: 4.8338e+07 cm/s
omega C/G: 0.02327
```
